# Why classical magnetization vanishes and what order hbar squared leaves: a program that tests the result

```python
"""Bohr-van Leeuwen theorem and its quantum correction.
Classical claim: in canonical equilibrium the mean magnetic moment is zero.
Quantum claim, spinless electron in a planar oscillator and a normal field B:
  M = -(e/(2 m Omega)) (E_plus - E_minus)
    -> -hbar^2 e^2 B / (12 m^2 k T)   at high temperature T,
  relative deficit at most delta = hbar^2 (2 w0^2 + wc^2) / (60 k^2 T^2).
w0: oscillator frequency; wc = e B / m; Omega^2 = w0^2 + wc^2/4;
w_plus, w_minus = Omega +- wc/2; E_plus, E_minus: mean thermal mode energies.
Tests use units e = m = 1 (and hbar = 1 unless varied); charge is -e.
Vector potential: A = B (-(1-s) y, s x); s = 1/2 symmetric, s = 0 Landau.
"""
import numpy as np
from scipy import constants as const


# ---------- classical phase-space quadrature, kT = 1 ----------
def classical_averages(potential, B, s, p_max):
    nodes, weights = np.polynomial.legendre.leggauss(80)
    p, w = nodes * p_max, weights * p_max
    grid = np.linspace(-7.0, 7.0, 57)
    cell = (grid[1] - grid[0])**2
    x, y = np.meshgrid(grid, grid, indexing="ij")
    ax, ay = -(1 - s) * y, s * x
    vx = p + B * ax[..., None]
    vy = p + B * ay[..., None]
    gx, gy = w * np.exp(-vx**2 / 2), w * np.exp(-vy**2 / 2)
    zx, zy = gx.sum(-1), gy.sum(-1)
    boltz = np.exp(-potential(x, y))
    density = boltz * zx * zy
    total = density.sum()
    jx = boltz * zy * (gx * vx).sum(-1)
    jy = boltz * zx * (gy * vy).sum(-1)
    px = boltz * zy * (gx * p).sum(-1)
    py = boltz * zx * (gy * p).sum(-1)
    p2 = boltz * (zy * (gx * p**2).sum(-1) + zx * (gy * p**2).sum(-1))
    return {"Z": total * cell,
            "moment": -(ax * jx + ay * jy).sum() / total,
            "current": max(abs(jx).max(), abs(jy).max()) / density.max(),
            "Lz": (x * py - y * px).sum() / total,
            "r2": ((x**2 + y**2) * density).sum() / total,
            "p2": p2.sum() / total}


def anharmonic(x, y):
    return 0.5 * x**2 + 0.25 * y**4 + 0.3 * x * y


def harmonic(x, y):
    return 0.5 * (x**2 + y**2)


no_field = classical_averages(anharmonic, 0.0, 0.5, 11.0)
symmetric = classical_averages(anharmonic, 1.0, 0.5, 11.0)
landau = classical_averages(anharmonic, 1.0, 0.0, 11.0)
for case in (symmetric, landau):
    assert abs(case["Z"] / no_field["Z"] - 1) < 1e-8
    assert abs(case["moment"]) < 1e-8
    assert case["current"] < 1e-8
# Control: a cutoff on canonical momentum must spoil the cancellation.
cutoff = classical_averages(anharmonic, 1.0, 0.5, 1.5)
assert cutoff["moment"] < -0.01

# Classical oscillator, w0 = B = kT = 1: opposing parts and equipartition.
osc = classical_averages(harmonic, 1.0, 0.5, 11.0)
classical_para, classical_dia = -osc["Lz"] / 2, -osc["r2"] / 4
assert abs(classical_para - 0.5) < 1e-7
assert abs(classical_dia + 0.5) < 1e-7
Om = np.sqrt(1.25)
action_sum = (osc["p2"] + Om**2 * osc["r2"]) / (2 * Om)
classical_E_plus = (Om + 0.5) * (action_sum + osc["Lz"]) / 2
classical_E_minus = (Om - 0.5) * (action_sum - osc["Lz"]) / 2
assert abs(classical_E_plus - 1) < 1e-7
assert abs(classical_E_minus - 1) < 1e-7


# ---------- derived quantum formulas, moments in units e hbar/(2m) ----------
def quantum_formulas(hw0, hwc, kT):
    hOm = np.sqrt(hw0**2 + hwc**2 / 4)
    hp, hm = hOm + hwc / 2, hOm - hwc / 2
    cp = 0.5 / np.tanh(hp / (2 * kT))
    cm = 0.5 / np.tanh(hm / (2 * kT))
    return {"Ep": hp * cp, "Em": hm * cm,
            "para": cm - cp, "dia": -hwc / (2 * hOm) * (cp + cm),
            "M": -(hp * cp - hm * cm) / hOm,
            "lead": -hwc / (6 * kT),
            "delta": (2 * hw0**2 + hwc**2) / (60 * kT**2)}


# ---------- matrix diagonalization, hbar = w0 = 1 ----------
size = 28
lower = np.diag(np.sqrt(np.arange(1.0, size + 3)), 1)
X_big = (lower + lower.T) / np.sqrt(2)
P_big = 1j * (lower.T - lower) / np.sqrt(2)
X, P = X_big[:size, :size], P_big[:size, :size]
X2 = (X_big @ X_big)[:size, :size]
P2 = (P_big @ P_big)[:size, :size]
one = np.eye(size)


def hamiltonian(B, s):
    return (0.5 * (np.kron(P2, one) + np.kron(one, P2))
            + 0.5 * (1 + (s * B)**2) * np.kron(X2, one)
            + 0.5 * (1 + ((1 - s) * B)**2) * np.kron(one, X2)
            - B * (1 - s) * np.kron(P, X) + B * s * np.kron(X, P))


B_test, step = 0.5, 1e-3
# Kinetic momentum components do not commute.
for s in (0.5, 0.0):
    pi_x = np.kron(P, one) - B_test * (1 - s) * np.kron(one, X)
    pi_y = np.kron(one, P) + B_test * s * np.kron(X, one)
    ground = np.zeros(size**2)
    ground[0] = 1.0
    comm = pi_x @ (pi_y @ ground) - pi_y @ (pi_x @ ground)
    assert np.allclose(comm, -1j * B_test * ground, atol=1e-12)

# Landau gauge: moment from the numerical derivative of the free energy.
levels_up = np.linalg.eigvalsh(hamiltonian(B_test + step, 0.0))
levels_down = np.linalg.eigvalsh(hamiltonian(B_test - step, 0.0))
for kT in (0.2, 0.8):
    lnZ_up = np.log(np.exp(-levels_up / kT).sum())
    lnZ_down = np.log(np.exp(-levels_down / kT).sum())
    M_diag = kT * (lnZ_up - lnZ_down) / (2 * step)
    M_formula = 0.5 * quantum_formulas(1.0, B_test, kT)["M"]
    assert abs(M_diag - M_formula) < 2e-6

# Symmetric gauge: spectrum and the two parts of the moment.
energies, states = np.linalg.eigh(hamiltonian(B_test, 0.5))
Om = np.sqrt(1 + B_test**2 / 4)
n = np.arange(20)
ladder = np.sort(((Om + B_test / 2) * (n[:, None] + 0.5)
                  + (Om - B_test / 2) * (n[None, :] + 0.5)).ravel())
assert np.allclose(energies[:12], ladder[:12], atol=1e-8)
kT = 0.8
prob = np.exp(-energies / kT)
prob /= prob.sum()


def thermal_mean(operator):
    diagonal = np.sum(states.conj() * (operator @ states), axis=0).real
    return float(prob @ diagonal)


Lz_mean = thermal_mean(np.kron(X, P) - np.kron(P, X))
r2_mean = thermal_mean(np.kron(X2, one) + np.kron(one, X2))
ref = quantum_formulas(1.0, B_test, kT)
assert abs(-Lz_mean / 2 - ref["para"] / 2) < 2e-6
assert abs(-B_test * r2_mean / 4 - ref["dia"] / 2) < 2e-6


# ---------- high-temperature law from explicit level sums, kT = 1 ----------
def level_sum_moment(hbar, w0, B, dB=0.01):
    quanta = np.arange(600) + 0.5

    def lnZ(field):
        Om = np.sqrt(w0**2 + field**2 / 4)
        E = hbar * ((Om + field / 2) * quanta[:, None]
                    + (Om - field / 2) * quanta[None, :])
        return np.log(np.exp(-E).sum())
    return (lnZ(B + dB) - lnZ(B - dB)) / (2 * dB)


moment_by_case = {}
for w0 in (1.0, 2.0):
    for hbar in (0.1, 0.2):
        M_sum = level_sum_moment(hbar, w0, B_test)
        law = -hbar**2 * B_test / 12
        delta = hbar**2 * (2 * w0**2 + B_test**2) / 60
        # The omitted next term is below 1.5 delta^2.
        assert abs(M_sum / law - (1 - delta)) < 2 * delta**2
        moment_by_case[w0, hbar] = M_sum
hbar_power = np.log2(moment_by_case[1.0, 0.2] / moment_by_case[1.0, 0.1])
assert abs(hbar_power - 2) < 0.005

# ---------- worked example: electron, energies in meV ----------
meV = 1e-3 * const.e
k_meV = const.k / meV
muB = const.e * const.hbar / (2 * const.m_e)
B_T, hw0 = 10.0, 2.0
hwc = const.hbar * const.e * B_T / const.m_e / meV
hOm = np.sqrt(hw0**2 + hwc**2 / 4)
hp, hm = hOm + hwc / 2, hOm - hwc / 2
temperatures = (2.0, 10.0, 30.0, 100.0, 300.0)

# Partial-fraction series against closed form; its tail is about 3e-6.
index2 = (np.pi * np.arange(1, 200001))**2
for T in temperatures:
    kT = k_meV * T
    q = quantum_formulas(hw0, hwc, kT)
    xp2, xm2 = (hp / (2 * kT))**2, (hm / (2 * kT))**2
    series = np.sum(index2 / ((xp2 + index2) * (xm2 + index2)))
    # At low T the tail is compared with a smaller sum.
    assert abs(-hwc / kT * series / q["M"] - 1) < 1e-4
for T in np.geomspace(0.5, 1000.0, 60):
    q = quantum_formulas(hw0, hwc, k_meV * T)
    ratio = q["M"] / q["lead"]
    assert 1 - q["delta"] - 1e-9 <= ratio <= 1 + 1e-9
M_zero = -hwc / (2 * hOm)
assert abs(quantum_formulas(hw0, hwc, k_meV * 0.3)["M"] - M_zero) < 1e-8
lead_SI = -(const.hbar * const.e / const.m_e)**2 * B_T / (
    12 * const.k * 300.0)
q300 = quantum_formulas(hw0, hwc, k_meV * 300.0)
assert abs(lead_SI / (q300["lead"] * muB) - 1) < 1e-10

print("CLASSICAL TEST, anharmonic well, e=m=kT=1, B=1")
print(f"Z(B)/Z(0) - 1, symmetric gauge: {symmetric['Z']/no_field['Z']-1:.1e}")
print(f"Z(B)/Z(0) - 1, Landau gauge: {landau['Z']/no_field['Z']-1:.1e}")
print(f"moment, symmetric gauge: {symmetric['moment']:.1e}")
print(f"moment, Landau gauge: {landau['moment']:.1e}")
print(f"moment with each |p| component <= 1.5: {cutoff['moment']:.4f}")
print("CLASSICAL OSCILLATOR, e=m=kT=w0=B=1")
print(f"L_z part {classical_para:.6f}, r^2 part {classical_dia:.6f}")
print(f"E_plus {classical_E_plus:.6f}, E_minus {classical_E_minus:.6f}")
print("QUANTUM LEVEL SUMS, e=m=kT=w0=1, B=0.5")
print(f"M at hbar=0.1: {moment_by_case[1.0, 0.1]:.6e}")
print(f"M at hbar=0.2: {moment_by_case[1.0, 0.2]:.6e}")
print(f"power of hbar between them: {hbar_power:.4f}")
print("EXAMPLE: spinless electron in planar oscillator")
print(f"B = {B_T:.1f} T, hbar w0 = {hw0:.4f} meV")
print(f"hbar wc = {hwc:.5f} meV, hbar Omega = {hOm:.5f} meV")
print(f"hbar w_plus = {hp:.5f} meV, hbar w_minus = {hm:.5f} meV")
print(f"M at T -> 0: {M_zero:.6f} muB")
for T in temperatures:
    kT = k_meV * T
    q = quantum_formulas(hw0, hwc, kT)
    print(f"T = {T:.0f} K: kT = {kT:.5f} meV")
    print(f"  E_plus {q['Ep']:.5f}, E_minus {q['Em']:.5f} meV")
    print(f"  L_z part {q['para']:.6f}, r^2 part {q['dia']:.6f} muB")
    print(f"  M exact {q['M']:.6f}, hbar^2 law {q['lead']:.6f} muB")
    print(f"  exact/law {q['M']/q['lead']:.6f}, "
          f"lower bound {1-q['delta']:.6f}")
classical_part = hwc * k_meV * 300.0 / hw0**2
print(f"classical L_z part at 300 K: {classical_part:.6f} muB")
print(f"M exact at 300 K: {q300['M']*muB:.5e} J/T")
print(f"hbar^2 law at 300 K: {lead_SI:.5e} J/T")
print("success")
```

Printed output:

```
CLASSICAL TEST, anharmonic well, e=m=kT=1, B=1
Z(B)/Z(0) - 1, symmetric gauge: -3.3e-16
Z(B)/Z(0) - 1, Landau gauge: 0.0e+00
moment, symmetric gauge: -1.4e-16
moment, Landau gauge: -1.1e-16
moment with each |p| component <= 1.5: -0.1894
CLASSICAL OSCILLATOR, e=m=kT=w0=B=1
L_z part 0.500000, r^2 part -0.500000
E_plus 1.000000, E_minus 1.000000
QUANTUM LEVEL SUMS, e=m=kT=w0=1, B=0.5
M at hbar=0.1: -4.165105e-04
M at hbar=0.2: -1.664171e-03
power of hbar between them: 1.9984
EXAMPLE: spinless electron in planar oscillator
B = 10.0 T, hbar w0 = 2.0000 meV
hbar wc = 1.15768 meV, hbar Omega = 2.08208 meV
hbar w_plus = 2.66092 meV, hbar w_minus = 1.50324 meV
M at T -> 0: -0.278010 muB
T = 2 K: kT = 0.17235 meV
  E_plus 1.33046, E_minus 0.75187 meV
  L_z part 0.000163, r^2 part -0.278055 muB
  M exact -0.277892, hbar^2 law -1.119523 muB
  exact/law 0.248224, lower bound -4.240827
T = 10 K: kT = 0.86173 meV
  E_plus 1.45759, E_minus 1.06992 meV
  L_z part 0.163966, r^2 part -0.350159 muB
  M exact -0.186193, hbar^2 law -0.223905 muB
  exact/law 0.831574, lower bound 0.790367
T = 30 K: kT = 2.58520 meV
  E_plus 2.80951, E_minus 2.65763 meV
  L_z part 0.712095, r^2 part -0.785038 muB
  M exact -0.072942, hbar^2 law -0.074635 muB
  exact/law 0.977324, lower bound 0.976707
T = 100 K: kT = 8.61733 meV
  E_plus 8.68570, E_minus 8.63917 meV
  L_z part 2.482859, r^2 part -2.505203 muB
  M exact -0.022344, hbar^2 law -0.022390 muB
  exact/law 0.997909, lower bound 0.997904
T = 300 K: kT = 25.85200 meV
  E_plus 25.87482, E_minus 25.85928 meV
  L_z part 7.478332, r^2 part -7.485793 muB
  M exact -0.007462, hbar^2 law -0.007463 muB
  exact/law 0.999767, lower bound 0.999767
classical L_z part at 300 K: 7.482062 muB
M exact at 300 K: -6.92003e-26 J/T
hbar^2 law at 300 K: -6.92165e-26 J/T
success
```
